\section*{Adiabatic Hartree–Fock Equations for Helium in a Strong Magnetic Field}

\section{The physical situation}

In a magnetic field of $B=1000$ atomic units, which is $2.35\times10^{8}$ T, successive Landau levels of a non-relativistic electron lie $1000$ hartree apart. (Here $B/c^2=0.053$ with $c$ the speed of light, and the relativistic first spacing, $c^2[\sqrt{1+2B/c^2}-1]$, is $975$ hartree.) The attraction of a helium nucleus is weaker than this by more than a factor of ten. An electron therefore moves across the field almost as if the nucleus were absent, within a few magnetic lengths $\ell=B^{-1/2}=0.0316$ bohr, while the nucleus governs its motion along the field. The atom becomes a needle, and its electronic structure can be reduced to one-dimensional equations. Their kernels must retain the transverse extent of the electrons, since a bare $1/|z|$ would diverge when two charges pass each other.

Hartree atomic units are used. The nucleus of charge $Z$ is fixed at the origin, the motion is non-relativistic, and the spin $g$-factor is 2. With the field along $z$ and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$,
\begin{equation}
H=\sum_i\Big[\tfrac12(\mathbf p_i+\mathbf A_i)^2+Bs_{z,i}-\frac{Z}{r_i}\Big]+\sum_{i<j}\frac1{r_{ij}} .
\end{equation}

\section{Transverse orbitals}

Expanding the square gives the transverse Hamiltonian
\begin{equation}
H_\perp=-\tfrac12\nabla_\perp^2+\tfrac B2L_z+\tfrac{B^2\rho^2}{8}.
\end{equation}
Take $u=\rho^me^{-B\rho^2/4}$ with angular factor $e^{-im\varphi}$, $m\ge0$, so that $L_z=-m$. Since $u'=(m/\rho-B\rho/2)u$,
\begin{equation}
u''+\frac{u'}\rho-\frac{m^2}{\rho^2}u=\Big[\frac{B^2\rho^2}{4}-(m+1)B\Big]u .
\end{equation}
Multiplying by $-\tfrac12$ and adding $-mB/2+B^2\rho^2/8$ leaves $B/2$, whatever $m$ is. The spin energy $-B/2$ of an electron with $s_z=-\tfrac12$ cancels it. Energies below thus count from free electrons at rest along $z$.

With $w=\sqrt{B/2}\,\rho e^{-i\varphi}$ the normalized orbitals are
\begin{equation}
\phi_m=\sqrt{\frac{B}{2\pi}}\,\frac{w^m}{\sqrt{m!}}\,e^{-|w|^2/2}.
\end{equation}
The adiabatic approximation assigns each electron a product $\psi_m=\phi_m(\rho,\varphi)f_m(z)$. Here each occupied $m$ carries one real, even, nodeless $f_m$.

\section{Coulomb kernels as single integrals}

Write $1/r$ as a two-dimensional Fourier integral with amplitude $g(q,z)$. Poisson's equation $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ becomes $(\partial_z^2-q^2)g=-4\pi\delta(z)$. The decaying solution is $Ce^{-q|z|}$; its slope jumps by $-2qC=-4\pi$, so $C=2\pi/q$ and
\begin{equation}
\frac1r=\int\frac{d^2q}{2\pi q}\,e^{i\mathbf q\cdot\boldsymbol\rho}e^{-q|z|}.
\label{eq:fourier}
\end{equation}

The transverse integrals needed are $M_{mn}(\mathbf q)=\int\phi_m^*e^{i\mathbf q\cdot\boldsymbol\rho}\phi_n\,d^2\rho$. Let $\kappa=(q_x+iq_y)/\sqrt{2B}$ and $x=|\kappa|^2=q^2/(2B)$; then $\mathbf q\cdot\boldsymbol\rho=\kappa w+\bar\kappa\bar w$. Multiply $M_{mn}$ by $\alpha^m\beta^n/\sqrt{m!\,n!}$ and sum. The powers of $w$ form exponentials, and $d^2\rho=(2/B)\,d^2w$:
\begin{align}
\sum_{mn}\frac{\alpha^m\beta^n}{\sqrt{m!\,n!}}M_{mn}
&=\frac1\pi\int d^2w\,e^{-|w|^2+(\beta+i\kappa)w+(\alpha+i\bar\kappa)\bar w}\nonumber\\
&=e^{(\beta+i\kappa)(\alpha+i\bar\kappa)}
=e^{-x}e^{\alpha\beta+i\kappa\alpha+i\bar\kappa\beta}.
\end{align}
The Gaussian integral follows by completing squares in the real and imaginary parts of $w$. For $n=m+d$, $d\ge0$, the coefficient of $\alpha^m\beta^n$ gives
\begin{align}
M_{mn}&=\sqrt{m!\,n!}\,e^{-x}(i\bar\kappa)^d\sum_{i=0}^m\frac{(-x)^i}{(m-i)!\,i!\,(i+d)!}\nonumber\\
&=\sqrt{\frac{m!}{n!}}\,(i\bar\kappa)^de^{-x}L_m^d(x),
\end{align}
where the sum has been recognized as $L_m^d(x)/(m+d)!$, an associated Laguerre polynomial. For $n<m$ the indices exchange roles and $\bar\kappa$ becomes $\kappa$.

For the nucleus, \eqref{eq:fourier} is averaged with $M_{mm}$. For two electrons, the direct term contains $M_{mm}(\mathbf q)M_{nn}(-\mathbf q)$. The exchange term contains $M_{mn}(\mathbf q)M_{nm}(-\mathbf q)=|M_{mn}(\mathbf q)|^2$. None of these products depends on the direction of $\mathbf q$, so its angular integral gives $2\pi$. With $k=\min(m,n)$ and $d=|m-n|$,
\begin{align}
V_m(z)&=\int_0^\infty dq\,e^{-q|z|}e^{-x}L_m(x),\\
D_{mn}(z)&=\int_0^\infty dq\,e^{-q|z|}e^{-2x}L_m(x)L_n(x),\\
E_{mn}(z)&=\int_0^\infty dq\,e^{-q|z|}e^{-2x}\frac{k!}{(k+d)!}x^d[L_k^d(x)]^2 .
\end{align}

\subsection{The pair $m=0,1$}

Here $L_0=1$ and $L_1=1-x$. Define $G_n=\int_0^\infty q^ne^{-qz-aq^2}dq$ for $z\ge0$. Completing the square gives $G_0$. Integrating the derivatives of $e^{-qz-aq^2}$ and $qe^{-qz-aq^2}$ gives $-1=-zG_0-2aG_1$ and $0=G_0-zG_1-2aG_2$. Hence
\begin{equation}
\begin{aligned}
G_0&=\tfrac12\sqrt{\tfrac\pi a}\,e^{z^2/4a}\,\mathrm{erfc}\Big(\frac z{2\sqrt a}\Big),\\
G_1&=\frac{1-zG_0}{2a},\qquad G_2=\frac{G_0-zG_1}{2a}.
\end{aligned}
\end{equation}
For $a=1/(2B)$, $V_0=G_0$ and $V_1=G_0-G_2/(2B)$. For $a=1/B$, $D_{01}=G_0-G_2/(2B)$ and $E_{01}=G_2/(2B)$. The exponential and $\mathrm{erfc}$ must be evaluated together, as the scaled complementary error function, to avoid overflow.

At $z=0$, $D_{01}=\tfrac38\sqrt{\pi B}=21.02$ and $E_{01}=\tfrac18\sqrt{\pi B}=7.01$ hartree. At large distance $G_n\to n!/z^{n+1}$, so $D_{01}\to1/|z|$ but $E_{01}\to1/(B|z|^3)$. At $z=10\ell$ the latter limit gives $0.0316$ hartree, about 12\% above the actual $0.0283$.

The difference $D_{01}-E_{01}$ has a direct meaning. The antisymmetric transverse pair state is proportional to $(w_2-w_1)e^{-(|w_1|^2+|w_2|^2)/2}$. Per unit area of the transverse separation vector, whose length is $s$, its density is proportional to $s^2e^{-Bs^2/4}$, and $D_{01}-E_{01}$ is the mean of $(s^2+z^2)^{-1/2}$ in that density. Exchange lowers the repulsion because the electrons avoid zero separation.

\section{The one-dimensional equations}

For parallel spins and a single determinant, the two product terms give the direct energy and the two cross terms give minus the exchange energy:
\begin{equation}
\mathcal E=\sum_mh_m+\tfrac12\sum_{m\ne n}(J_{mn}-K_{mn}),
\end{equation}
\begin{align}
h_m&=\int\big[\tfrac12f_m'^2-ZV_mf_m^2\big]dz,\\
J_{mn}&=\iint f_m^2(z)D_{mn}(z-z')f_n^2(z')\,dz\,dz',\\
K_{mn}&=\iint f_m(z)f_n(z)E_{mn}(z-z')f_m(z')f_n(z')\,dz\,dz'.
\end{align}
Vary $f_m$, subtracting $\epsilon_m(\int f_m^2dz-1)$. The pair $(m,n)$ occurs twice in the sum, which removes the factor $\tfrac12$. Each remaining term is quadratic in $f_m$ and yields a factor 2; in $K_{mn}$ the two contributions are equal because $E_{mn}$ is even. After division by 2,
\begin{multline}
\Big[-\tfrac12\frac{d^2}{dz^2}-ZV_m+\sum_{n\ne m}\int D_{mn}(z-z')f_n^2(z')dz'\Big]f_m(z)\\
-\sum_{n\ne m}f_n(z)\int E_{mn}(z-z')f_n(z')f_m(z')dz'=\epsilon_mf_m(z).
\label{eq:hf}
\end{multline}
Different $m$ are orthogonal through their angular factors, so no further multipliers are needed. Two functions with the same $m$ would have to be kept orthogonal along $z$.

For helium with $m=0,1$, write $J=J_{01}$ and $K=K_{01}$. Multiplying \eqref{eq:hf} by $f_m$ and integrating gives $\epsilon_m=h_m+J-K$. Therefore $\mathcal E=\epsilon_0+\epsilon_1-(J-K)$: the sum of orbital energies counts the interaction twice.

\section{Discretization and its error}

The functions vary rapidly near the nucleus and slowly in the tail. Put $z=c\sinh t$ with midpoints $t_j=(j+\tfrac12)\eta$, $j=0,\dots,N-1$, and $\eta=\mathrm{arsinh}(z_{\max}/c)/N$. The weights $\omega_j=2\eta c\cosh t_j$ include both half lines. The unknowns $y_j=\sqrt{\omega_j}f_m(z_j)$ then satisfy $\sum_jy_j^2=1$. By evenness the kinetic energy is
\begin{equation}
\int_0^\infty\Big(\frac{df}{dz}\Big)^2dz\approx\sum_{j=0}^{N-1}\lambda_j(f_{j+1}-f_j)^2,
\quad \lambda_j=\frac1{\eta c\cosh[(j+1)\eta]},
\end{equation}
with $f_N=0$. Substituting $f_j=y_j/\sqrt{\omega_j}$ gives a symmetric tridiagonal matrix,
\begin{equation}
T_{jj}=\frac{\lambda_j+\lambda_{j-1}}{\omega_j},\qquad
T_{j,j+1}=-\frac{\lambda_j}{\sqrt{\omega_j\omega_{j+1}}},\qquad \lambda_{-1}=0.
\end{equation}
Folding the negative half line onto the positive one replaces each pair kernel by
\begin{equation}
\mathsf D_{jk}=\tfrac12[D_{01}(z_j-z_k)+D_{01}(z_j+z_k)],
\end{equation}
and likewise $\mathsf E_{jk}$. If $y$ belongs to one orbital, the matrix for the other is
\begin{equation}
F_{jk}=T_{jk}+\delta_{jk}\Big[-ZV(z_j)+\sum_l\mathsf D_{jl}y_l^2\Big]-y_j\mathsf E_{jk}y_k .
\end{equation}

The iteration runs as follows.
\begin{enumerate}
\item Find the lowest eigenvector for each $m$ without electron repulsion.
\item Build both matrices $F$ from the current vectors and find their lowest eigenvectors.
\item Repeat step 2 until the summed change of $\epsilon_0$ and $\epsilon_1$ is below $10^{-7}$ hartree.
\end{enumerate}

The kernels have a kink at zero separation. For each $z_j$ it lies on a grid point, so the sum is a trapezoidal rule on either side. If the integrand in $t$ is $g$, the kink contributes
\begin{equation}
\frac{\eta^2}{12}\big[g'(t_j^-)-g'(t_j^+)\big]+O(\eta^4)
\end{equation}
to sum minus integral. In $J-K$ these $\eta^2$ terms cancel, because $D_{01}$ and $E_{01}$ have the same slope, $-B/4$, just above zero separation and both multiply $f_0^2f_1^2$ there. The kink of $V_0$ at the origin lies midway between points of the reflected grid, where the midpoint expansion also has even powers; $V_1$ has no jump in slope, since $\phi_1$ vanishes at the nucleus. The central difference for the kinetic energy likewise starts at $\eta^2$. This suggests
\begin{equation}
\mathcal E(\eta)=\mathcal E+A\eta^2+C\eta^4+\cdots .
\end{equation}
Then $R(\eta)=[4\mathcal E(\eta/2)-\mathcal E(\eta)]/3=\mathcal E-C\eta^4/4+\cdots$, and $[16R(\eta/2)-R(\eta)]/15$ removes the next term.

Rounding deserves a separate estimate, because $G_1$ and $G_2$ subtract nearly equal numbers at large $z$. A rounding error $\delta$ in $1-zG_0$ grows to $z\delta/(4a^2)$ in $G_2$, hence to $zB\delta/8$ in $E_{01}$. For $z=12$ bohr and $\delta=10^{-16}$ this is about $10^{-13}$ hartree, far below the kernel value there, about $6\times10^{-7}$ hartree.

\section{Helium at $B=1000$}

With $z_{\max}=6$ bohr and $c=0.05$ bohr, the total energies are
\begin{center}
\begin{tabular}{rc}
$N$ & $\mathcal E$ (hartree)\\
120 & $-27.892592$\\
240 & $-27.894140$\\
480 & $-27.894527$
\end{tabular}
\end{center}
The successive changes have the ratio $4.009$, close to the 4 expected of a leading $\eta^2$ error. The first extrapolation gives
\begin{equation}
\frac{4(-27.894140)-(-27.892592)}3\approx-27.89466,
\end{equation}
and the two finer grids give the same to five decimals. The second extrapolation leaves $\mathcal E=-27.89466$ hartree. The finest grid alone is in error by about $1.3\times10^{-4}$ hartree relative to this value.

\subsection{A second discretization}

Extrapolation cannot reveal an error common to all grids. A different representation uses even functions $e^{-bz^2}$ and
\begin{equation}
\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r^2}du .
\end{equation}
The transverse mean of $e^{-u^2\rho^2}$ in $\phi_m$ is $(1+2u^2/B)^{-m-1}$. For a pair, the Fourier transform of the Gaussian turns a form factor $F(x)$ into $\tau\int_0^\infty e^{-\tau x}F(x)dx$ with $\tau=B/(2u^2)$. For $m=0,1$ this gives $\tau(\tau+1)/(\tau+2)^2$ in the direct term and $\tau/(\tau+2)^2$ in the exchange term. The longitudinal integrals are elementary:
\begin{equation}
\iint e^{-pz^2-rz'^2-u^2(z-z')^2}dz\,dz'=\frac{\pi}{\sqrt{pr+u^2(p+r)}} .
\end{equation}
The $u$ integral is done by the trapezoidal rule in $\ln u$. Twenty exponents, from $0.3$ bohr$^{-2}$ upward in ratio 2, give $-27.89466$ hartree, within $10^{-8}$ hartree of the extrapolated grid value.

\subsection{Reading the energies}

The extrapolated parts, in hartree, are $h_0=-20.0895$, $h_1=-14.2249$, $J=7.2300$ and $K=0.8103$. Thus
\begin{equation}
\mathcal E=-20.0895-14.2249+7.2300-0.8103=-27.8947,
\end{equation}
or about $-759$ eV. Exchange is 11\% of the direct energy, although the kernels at zero separation have the ratio $1/3$. The root-mean-square values of $z$ are $0.157$ bohr for $m=0$ and $0.216$ bohr for $m=1$, or $5.0\ell$ and $6.8\ell$. Over such distances the exchange kernel has fallen much further than the direct one.

The orbital energies are $\epsilon_0=-13.6697$ and $\epsilon_1=-7.8052$ hartree. Removing the $m=1$ electron with $f_0$ frozen costs $-\epsilon_1$, since $\mathcal E-\epsilon_1=h_0$. In the relaxed ion the adiabatic energy is $-20.1377$ hartree, so the ionization energy of the adiabatic Hartree--Fock model is $27.8947-20.1377=7.7570$ hartree, or 211 eV; correlation along $z$, present in the atom but not in the ion, and Landau-level mixing are not contained in it. The difference from $-\epsilon_1$, $0.0482$ hartree, is the relaxation energy of the remaining electron.

The configuration $m=0,2$, solved in the Gaussian basis, has energy $-25.8841$ hartree and lies $2.01$ hartree higher. This comparison does not search all configurations.

\section{Errors of the model}

The numerical error is far smaller than that of the approximation. A rough measure of the coupling to higher Landau levels is the central well depth divided by the level spacing,
\begin{equation}
\frac{ZV_0(0)}B=Z\sqrt{\frac\pi{2B}} .
\end{equation}
It is $0.079$ here and reaches 1 for helium near $B=6$, where a small ratio can no longer justify the adiabatic approximation.

For He$^+$ the effect can be gauged variationally. Use functions $e^{-a\rho^2-bz^2}$ with the same longitudinal exponents and $a=B/4$ times $1$, $1.6$, $3$, $7$, $20$ and $60$. The first width alone reproduces the adiabatic ansatz. All six give $-20.271$ hartree, which is $0.133$ hartree, or $0.66\%$, below the adiabatic energy. Omitting the largest $a$, which belongs to the narrowest function, changes the result by less than $0.001$ hartree. The adiabatic energy is converged to the digits given, so enlarging the set of widths can only increase the lowering. A shift of similar order in helium is plausible but has not been computed.

The helium calculation also omits correlation of the electrons along $z$, nuclear motion and relativity. Within the stated Hamiltonian, the determinant energy is an upper bound to the lowest energy of the same symmetry. The five decimals of $-27.89466$ hartree describe the solution of \eqref{eq:hf}; as an estimate for the atom, the value is about $-28$ hartree.
